**Numerical tests of the weak-field Hall factor**

The program tests $R_H=-r/(ne)$ with $r=\Gamma(5/2)\Gamma(5/2+2s)/\Gamma(5/2+s)^2$, where $n$ is the electron density, $e$ the elementary charge and $\tau=\tau_0(E/kT)^s$ the relaxation time. Symbolic algebra asserts the values $3\pi/8$ for $s=-1/2$ and $315\pi/512$ for $s=3/2$. A direct solution of the Boltzmann equation on a momentum grid, made without the trial form of the distribution, is asserted to agree with the formula for four exponents to within $10^{-5}$ at weak field. The same solution is compared with the energy averages at moderate field and with the limit $r=1$ at strong field. Further assertions cover the first magnetic-field correction, the square-root density of states, the screened-impurity rate, the detailed balance of intervalley scattering and the factor for ellipsoidal valleys. For a bar in the regime of lightly doped silicon, the output gives densities of $9.80\times10^{14}$ cm⁻³ with the acoustic factor and $1.61\times10^{15}$ cm⁻³ with the factor for $s=3/2$. It also shows that valley anisotropy, intervalley phonons and nonparabolicity each change $r$ by several percent or more, while degeneracy, carrier heating and the finite magnetic field have much smaller effects in this example.

## Verification by program

```python
"""
Weak-field Hall factor r of a nondegenerate parabolic band.
Result under test: R_H = -r/(n e), r = <tau^2>/<tau>^2, and for
tau = tau0*x**s, x = E/kT,
    r = Gamma(5/2) Gamma(5/2+2s) / Gamma(5/2+s)^2,
so r = 3 pi/8 for s = -1/2 and r = 315 pi/512 for s = 3/2.
The average <g> has weight x^(3/2) exp(-x); omega = e B/m.
Dimensionless tests use e = m = kT = tau0 = 1. The example uses SI inside
and prints engineering units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

# Energy grid: x = u^2, with Gauss-Legendre panels in u.
edges = [0, .002, .01, .05, .2, .6, 1, 1.5, 2, 2.5, 3, 4, 5, 6, 7, 8.5]
nodes, node_weights = np.polynomial.legendre.leggauss(40)
u = np.concatenate([(b-a)/2*nodes + (a+b)/2
                    for a, b in zip(edges[:-1], edges[1:])])
du = np.concatenate([(b-a)/2*node_weights
                     for a, b in zip(edges[:-1], edges[1:])])
x = u**2
dx = 2*u*du
raw_weight = x**1.5*np.exp(-x)*dx
assert abs(raw_weight.sum()/gamma(2.5) - 1) < 1e-11
weight = raw_weight/raw_weight.sum()


def hall_factor(tau, omega=0.0, w=weight):
    """Hall factor from energy averages at cyclotron frequency omega."""
    denominator = 1 + (omega*tau)**2
    s1 = np.sum(w*tau/denominator)
    s2 = np.sum(w*tau**2/denominator)
    return s2/(s1**2 + omega**2*s2**2)


def gamma_factor(s):
    return gamma(2.5)*gamma(2.5 + 2*s)/gamma(2.5 + s)**2


# Spectral derivative with respect to the azimuth of momentum.
n_phi = 9
phi = 2*np.pi*np.arange(n_phi)/n_phi
derivative = np.zeros((n_phi, n_phi))
for i in range(n_phi):
    for j in range(n_phi):
        if i != j:
            derivative[i, j] = (0.5*(-1)**(i-j)
                                / np.sin((phi[i]-phi[j])/2))
assert np.allclose(derivative @ np.sin(phi), np.cos(phi), atol=1e-12)


def boltzmann_hall(tau_of_energy, omega, alpha=0.0):
    """Return n e R_H from a direct solution on a momentum grid.

    alpha is the nonparabolicity in E(1+alpha E) = p^2/2.
    """
    p = np.sqrt(2)*u
    dp = np.sqrt(2)*du
    if alpha == 0:
        energy = p**2/2
    else:
        energy = (np.sqrt(1 + 2*alpha*p**2) - 1)/(2*alpha)
    speed = p/(1 + 2*alpha*energy)
    f0 = np.exp(-energy)
    matrix = (np.eye(n_phi)/tau_of_energy(energy)[:, None, None]
              + (omega*speed/p)[:, None, None]*derivative)
    jx = jy = 0.0
    for cosine, wc in zip(*np.polynomial.legendre.leggauss(4)):
        sine = np.sqrt(1 - cosine**2)
        vx = speed[:, None]*sine*np.cos(phi)
        vy = speed[:, None]*sine*np.sin(phi)
        source = -vx*f0[:, None]
        f1 = np.linalg.solve(matrix, source[:, :, None])[:, :, 0]
        measure = (p**2*dp)[:, None]*wc*2*np.pi/n_phi
        jx -= np.sum(measure*vx*f1)
        jy -= np.sum(measure*vy*f1)
    density = 4*np.pi*np.sum(p**2*dp*f0)
    return -density*jy/(omega*(jx**2 + jy**2))


# Exact values from symbolic Gamma functions.
half = sp.Rational(1, 2)
exact = {}
for s, target in ((-half, 3*sp.pi/8), (3*half, 315*sp.pi/512)):
    value = (sp.gamma(5*half)*sp.gamma(5*half + 2*s)
             / sp.gamma(5*half + s)**2)
    assert sp.simplify(value - target) == 0
    exact[float(s)] = float(value)

# Direct transport solution at weak, moderate and strong field.
direct = {}
for s in (-0.5, 0.0, 0.5, 1.5):
    direct[s] = -boltzmann_hall(lambda energy: energy**s, 1e-4)
    assert abs(direct[s]/gamma_factor(s) - 1) < 1e-5
    moderate = -boltzmann_hall(lambda energy: energy**s, 0.5)
    assert abs(moderate/hall_factor(x**s, 0.5) - 1) < 1e-8
    strong = -boltzmann_hall(lambda energy: energy**s, 1e3)
    assert abs(strong - 1) < 1e-2

# First correction in magnetic field, as a multiple of omega^2 tau0^2.
field_coefficient = {}
for s, omega in ((-0.5, 0.002), (1.5, 0.0005)):
    t1, t2, t3, t4 = [gamma(2.5 + k*s)/gamma(2.5) for k in (1, 2, 3, 4)]
    coefficient = 2*t3/t1 - t4/t2 - (t2/t1)**2
    measured = (hall_factor(x**s, omega)/hall_factor(x**s) - 1)/omega**2
    assert abs(measured/coefficient - 1) < 0.03
    field_coefficient[s] = coefficient

# Count momentum states in equal energy shells: density follows sqrt(E).
k_axis = np.arange(-45, 46)
k_squared = (k_axis[:, None, None]**2 + k_axis[None, :, None]**2
             + k_axis[None, None, :]**2)
low_shell = np.sum((k_squared >= 300) & (k_squared < 500))
high_shell = np.sum((k_squared >= 1500) & (k_squared < 1700))
state_ratio = high_shell/low_shell
assert abs(state_ratio - 2) < 0.05

# Example inputs: rough values in the regime of lightly doped n-type silicon.
e, kB, hbar, me = const.e, const.k, const.hbar, const.m_e
temperature = 300.0
thickness, width = 500e-6, 2e-3
current, field = 1e-3, 0.1
hall_voltage, resistivity = 1.5e-3, 4.5e-2
mass_long, mass_trans = 0.92, 0.19
relative_permittivity = 11.7
sound_speed = 9e3
phonon_energy_eV = 0.060
intervalley_strength = 2.0
alpha_per_eV = 0.5
energy_relaxation_time = 10e-12
surface_barrier = 0.5

kT = kB*temperature
mass_ratio = 3/(1/mass_long + 2/mass_trans)
mass = mass_ratio*me
permittivity = relative_permittivity*const.epsilon_0
hall_coefficient = hall_voltage*thickness/(current*field)
hall_mobility = hall_coefficient/resistivity
density_unit = 1/(e*hall_coefficient)
r_ac, r_imp = exact[-0.5], exact[1.5]
density = r_ac*density_unit
drift_mobility = hall_mobility/r_ac
assert abs(density*e*drift_mobility*resistivity - 1) < 1e-12
mean_tau = mass*drift_mobility/e
tau0 = mean_tau*gamma(2.5)/gamma(2.0)
tau_ac = tau0*x**-0.5

# Ellipsoidal valleys: sum three pairs of conductivity tensors.
K = mass_long/mass_trans
anisotropy = 3*K*(K + 2)/(2*K + 1)**2
small_field = 1e-4
cross = np.array([[0, -small_field, 0], [small_field, 0, 0], [0, 0, 0]])
for s in (-0.5, 1.5):
    conductivity = np.zeros((3, 3))
    for axis in range(3):
        masses = np.ones(3)
        masses[axis] = K
        matrices = np.diag(masses)/(x**s)[:, None, None] - cross
        conductivity += np.einsum('i,ijk->jk', weight,
                                  np.linalg.inv(matrices))/3
    tensor_r = -np.linalg.inv(conductivity)[1, 0]/small_field
    assert abs(tensor_r/(anisotropy*gamma_factor(s)) - 1) < 1e-4
    expected = np.sum(weight*x**s)*mass_trans/mass_ratio
    assert abs(conductivity[0, 0]/expected - 1) < 1e-4

# Screened ionized-impurity scattering, one ion per electron.
screening_length = np.sqrt(permittivity*kT/(e**2*density))


def impurity_bracket(b):
    b = np.asarray(b, dtype=float)
    return np.where(b < 1e-3, b**2/2, np.log1p(b) - b/(1 + b))


def impurity_rate(energy):
    k = np.sqrt(2*mass*energy)/hbar
    b = 4*k**2*screening_length**2
    amplitude = mass*e**2/(2*np.pi*permittivity*hbar**2)
    return (density*(hbar*k/mass)*2*np.pi*amplitude**2
            * impurity_bracket(b)/(4*k**4))


for scaled_energy in (0.1, 1.0, 3.0):
    k = np.sqrt(2*mass*scaled_energy*kT)/hbar
    cutoff = 1/(k*screening_length)**2
    angular = quad(lambda angle: np.sin(angle)*2*np.sin(angle/2)**2
                   / (4*np.sin(angle/2)**2 + cutoff)**2,
                   0, np.pi, points=[np.sqrt(cutoff), 0.3],
                   limit=300, epsabs=1e-11, epsrel=1e-10)[0]
    amplitude = mass*e**2/(2*np.pi*permittivity*hbar**2)
    from_angle = (density*(hbar*k/mass)*2*np.pi*amplitude**2
                  * angular/k**4)
    assert abs(from_angle/impurity_rate(scaled_energy*kT) - 1) < 1e-7

rate_imp = impurity_rate(x*kT)
tau_imp = 1/rate_imp
r_screened = hall_factor(tau_imp/tau0)
mobility_imp = e*np.sum(weight*tau_imp)/mass
step = 1e-4
local_exponent = -(np.log(impurity_rate(3*kT*np.exp(step)))
                   - np.log(impurity_rate(3*kT*np.exp(-step))))/(2*step)
rate_ac = 1/tau_ac
tau_ac_imp = 1/(rate_ac + rate_imp)
r_ac_imp = hall_factor(tau_ac_imp/tau0)

# Intervalley absorption and emission with isotropic final directions.
theta = phonon_energy_eV*e/kT
occupation = 1/np.expm1(theta)


def absorption(z):
    return occupation*np.sqrt(z + theta)


def emission(z):
    return (occupation + 1)*np.sqrt(np.maximum(z - theta, 0))


for z in (0.3, 1.2, 4.0):
    upward = np.sqrt(z)*np.exp(-z)*absorption(z)
    downward = (np.sqrt(z + theta)*np.exp(-z - theta)
                * emission(z + theta))
    assert abs(upward/downward - 1) < 1e-10
rate_iv = intervalley_strength/tau0*(absorption(x) + emission(x))
tau_ac_iv = 1/(rate_ac + rate_iv)
r_ac_iv = hall_factor(tau_ac_iv/tau0)
mobility_ac_iv = e*np.sum(weight*tau_ac_iv)/mass
tau_all = 1/(rate_ac + rate_imp + rate_iv)
r_combined = anisotropy*hall_factor(tau_all/tau0)

# Nonparabolic band with acoustic rate proportional to density of states.
alpha = alpha_per_eV*kT/e
r_nonparabolic = -boltzmann_hall(
    lambda energy: 1/(np.sqrt(energy*(1 + alpha*energy))
                      * (1 + 2*alpha*energy)), 1e-4, alpha)

# Fermi-Dirac correction for the isotropic one-band model.
band_density = 2*(mass*kT/(2*np.pi*hbar**2))**1.5


def filling(eta):
    return 2/np.sqrt(np.pi)*np.sum(np.sqrt(x)*dx/(np.exp(x - eta) + 1))


eta = brentq(lambda value: filling(value) - density/band_density, -20, 5)
fermi_weight = x**1.5*dx/(4*np.cosh((x - eta)/2)**2)
fermi_weight /= fermi_weight.sum()
r_fermi = hall_factor(x**-0.5, w=fermi_weight)

# Finite field at equal drift mobility for the two power laws.
mobility_field = drift_mobility*field
field_change = {}
for s in (-0.5, 1.5):
    omega_tau0 = mobility_field*gamma(2.5)/gamma(2.5 + s)
    field_change[s] = hall_factor(x**s, omega_tau0)/hall_factor(x**s) - 1

# Equipartition, carrier heating and surface depletion.
thermal_k = np.sqrt(2*mass*1.5*kT)/hbar
acoustic_energy = hbar*sound_speed*2*thermal_k
phonon_ratio = acoustic_energy/kT
equipartition_error = phonon_ratio/2/np.tanh(phonon_ratio/2) - 1
electric_field = resistivity*current/(width*thickness)
heating = (2/3)*e*drift_mobility*electric_field**2 \
    * energy_relaxation_time/kB
depletion = np.sqrt(2*permittivity*surface_barrier/(e*density))

print(f"r, acoustic, 3pi/8: {r_ac:.5f}")
print(f"r, s=3/2, 315pi/512: {r_imp:.5f}")
print(f"r, momentum grid, s=-1/2: {direct[-0.5]:.5f}")
print(f"r, momentum grid, s=0: {direct[0.0]:.5f}")
print(f"r, momentum grid, s=1/2: {direct[0.5]:.5f}")
print(f"r, momentum grid, s=3/2: {direct[1.5]:.5f}")
print(f"field coefficient, s=-1/2: {field_coefficient[-0.5]:.4f}")
print(f"field coefficient, s=3/2: {field_coefficient[1.5]:.2f}")
print(f"state-count ratio at 4 times energy: {state_ratio:.3f}")
print(f"temperature: {temperature:.0f} K; kT: {kT/e*1e3:.2f} meV")
print(f"thickness: {thickness*1e6:.0f} um; width: {width*1e3:.0f} mm")
print(f"current: {current*1e3:.1f} mA; magnetic field: {field:.2f} T")
print(f"Hall voltage magnitude: {hall_voltage*1e3:.2f} mV")
print(f"resistivity: {resistivity*100:.2f} ohm cm")
print(f"Hall coefficient magnitude: {hall_coefficient*1e6:.0f} cm3/C")
print(f"Hall mobility: {hall_mobility*1e4:.0f} cm2/Vs")
print(f"density for r=1: {density_unit/1e6:.3e} cm^-3")
print(f"density for r=3pi/8: {density/1e6:.3e} cm^-3")
print(f"density for r=315pi/512: {r_imp*density_unit/1e6:.3e} cm^-3")
print(f"drift mobility for r=3pi/8: {drift_mobility*1e4:.0f} cm2/Vs")
print(f"drift mobility for r=315pi/512: "
      f"{hall_mobility/r_imp*1e4:.0f} cm2/Vs")
print(f"longitudinal, transverse masses: {mass_long}, {mass_trans} m_e")
print(f"conductivity mass: {mass_ratio:.4f} m_e")
print(f"mean relaxation time: {mean_tau*1e12:.3f} ps")
print(f"tau0, acoustic: {tau0*1e12:.3f} ps")
print(f"mass ratio K: {K:.3f}; anisotropy factor: {anisotropy:.4f}")
print(f"r, acoustic with anisotropy: {r_ac*anisotropy:.4f}")
print(f"relative permittivity: {relative_permittivity:.1f}")
print(f"screening length: {screening_length*1e9:.1f} nm")
print(f"impurity-only mobility: {mobility_imp*1e4:.3e} cm2/Vs")
print(f"screened impurity exponent at E=3kT: {local_exponent:.3f}")
print(f"r, screened impurities alone: {r_screened:.4f}")
print(f"r, acoustic plus impurities: {r_ac_imp:.4f}")
print(f"intervalley phonon: {phonon_energy_eV*1e3:.0f} meV; "
      f"strength: {intervalley_strength:.1f}")
print(f"r, acoustic plus intervalley: {r_ac_iv:.4f}")
print(f"mobility, acoustic plus intervalley: "
      f"{mobility_ac_iv*1e4:.0f} cm2/Vs")
print(f"r, three rates and anisotropy: {r_combined:.4f}")
print(f"density with that r: {r_combined*density_unit/1e6:.3e} cm^-3")
print(f"nonparabolicity: {alpha_per_eV:.2f} /eV")
print(f"r, acoustic nonparabolic: {r_nonparabolic:.4f}")
print(f"density/effective band density: {density/band_density:.2e}")
print(f"degeneracy change in r: {(r_fermi/r_ac-1)*100:.4f} %")
print(f"drift mobility times B: {mobility_field:.5f}")
print(f"finite-B change, acoustic: {field_change[-0.5]*100:.4f} %")
print(f"finite-B change, s=3/2: {field_change[1.5]*100:.4f} %")
print(f"sound speed: {sound_speed/1e3:.1f} km/s")
print(f"acoustic phonon energy: {acoustic_energy/e*1e3:.2f} meV")
print(f"equipartition error in rate: {equipartition_error*100:.3f} %")
print(f"electric field: {electric_field/100:.3f} V/cm")
print(f"energy relaxation time: {energy_relaxation_time*1e12:.0f} ps")
print(f"electron temperature rise: {heating:.2e} K")
print(f"surface barrier: {surface_barrier:.2f} V")
print(f"depletion width per face: {depletion*1e6:.3f} um")
print(f"thickness lost, two faces: {2*depletion/thickness*100:.3f} %")
print("all assertions hold")
```

Running it gives:

```
r, acoustic, 3pi/8: 1.17810
r, s=3/2, 315pi/512: 1.93282
r, momentum grid, s=-1/2: 1.17810
r, momentum grid, s=0: 1.00000
r, momentum grid, s=1/2: 1.10447
r, momentum grid, s=3/2: 1.93281
field coefficient, s=-1/2: -0.7854
field coefficient, s=3/2: -104.23
state-count ratio at 4 times energy: 2.000
temperature: 300 K; kT: 25.85 meV
thickness: 500 um; width: 2 mm
current: 1.0 mA; magnetic field: 0.10 T
Hall voltage magnitude: 1.50 mV
resistivity: 4.50 ohm cm
Hall coefficient magnitude: 7500 cm3/C
Hall mobility: 1667 cm2/Vs
density for r=1: 8.322e+14 cm^-3
density for r=3pi/8: 9.804e+14 cm^-3
density for r=315pi/512: 1.608e+15 cm^-3
drift mobility for r=3pi/8: 1415 cm2/Vs
drift mobility for r=315pi/512: 862 cm2/Vs
longitudinal, transverse masses: 0.92, 0.19 m_e
conductivity mass: 0.2583 m_e
mean relaxation time: 0.208 ps
tau0, acoustic: 0.276 ps
mass ratio K: 4.842; anisotropy factor: 0.8707
r, acoustic with anisotropy: 1.0257
relative permittivity: 11.7
screening length: 130.6 nm
impurity-only mobility: 4.881e+05 cm2/Vs
screened impurity exponent at E=3kT: 1.395
r, screened impurities alone: 1.7978
r, acoustic plus impurities: 1.1250
intervalley phonon: 60 meV; strength: 2.0
r, acoustic plus intervalley: 1.3009
mobility, acoustic plus intervalley: 874 cm2/Vs
r, three rates and anisotropy: 1.1115
density with that r: 9.250e+14 cm^-3
nonparabolicity: 0.50 /eV
r, acoustic nonparabolic: 1.2497
density/effective band density: 2.98e-04
degeneracy change in r: -0.0018 %
drift mobility times B: 0.01415
finite-B change, acoustic: -0.0256 %
finite-B change, s=3/2: -0.1013 %
sound speed: 9.0 km/s
acoustic phonon energy: 6.08 meV
equipartition error in rate: 0.460 %
electric field: 0.450 V/cm
energy relaxation time: 10 ps
electron temperature rise: 2.22e-05 K
surface barrier: 0.50 V
depletion width per face: 0.812 um
thickness lost, two faces: 0.325 %
all assertions hold
```
